# How Fast Does a Signed-Particle Population Grow without Annihilation?

**Question.** In a signed-particle simulation of quantum transport, every particle, whatever its sign, creates one positive-negative pair at the constant rate $0.1\ \mathrm{eV}/\hbar$. No particles are annihilated. By what factor does the population grow in 10 fs, and how does the cost scale with time, rate and required accuracy?

**Answer.**

## Where the pairs come from

The particles sample a Wigner function $W(x,k)$, which can take both signs. Atomic units with $\hbar=1$ are used in the algebra, so a rate and an energy have the same dimension. For one electron of effective mass $M$ in a potential $V(x)$, define

$$W(x,k)=\frac{1}{2\pi}\int ds\,e^{-iks}\rho\!\left(x+\tfrac s2,\,x-\tfrac s2\right),$$

where $\rho(x_1,x_2)$ is the density matrix. It obeys

$$i\,\partial_t\rho=\left[-\frac{1}{2M}(\partial_{x_1}^2-\partial_{x_2}^2)+V(x_1)-V(x_2)\right]\rho .$$

With $x_1=x+s/2$ and $x_2=x-s/2$, the derivatives are $\partial_{x_1}=\frac12\partial_x+\partial_s$ and $\partial_{x_2}=\frac12\partial_x-\partial_s$. The difference of their squares is $2\partial_x\partial_s$, so

$$\partial_t\rho=\frac iM\partial_x\partial_s\rho-i\left[V\!\left(x+\tfrac s2\right)-V\!\left(x-\tfrac s2\right)\right]\rho .$$

In the transform, integration by parts turns $\partial_s$ into $ik$. The first term becomes $-(k/M)\partial_xW$, which is free flight.

Now take $V=A\cos qx$ with $A>0$. The potential difference is $-2A\sin(qx)\sin(qs/2)$, and the second term is

$$2iA\sin(qx)\sin\!\left(\tfrac{qs}{2}\right)\rho=A\sin(qx)\left(e^{iqs/2}-e^{-iqs/2}\right)\rho .$$

A factor $e^{iqs/2}$ changes $e^{-iks}$ into $e^{-i(k-q/2)s}$. Hence

$$\partial_tW+\frac kM\partial_xW=A\sin(qx)\left[W\!\left(x,k-\tfrac q2\right)-W\!\left(x,k+\tfrac q2\right)\right].$$

Read this as a rule for particles. Where $\sin qx>0$, a particle of sign $\sigma$ at $k$ feeds sign $\sigma$ into $k+q/2$ and sign $-\sigma$ into $k-q/2$, at rate $A\sin qx$. Where $\sin qx<0$, the two signs change places and the rate is $A|\sin qx|$. The right side has no loss term proportional to $-W(x,k)$, so the parent survives.

The rule reproduces the mean force. One event adds $\sigma(k+q/2)-\sigma(k-q/2)=\sigma q$ to the signed sum of wave numbers. Multiplied by the rate, this is $\sigma Aq\sin qx=-\sigma V'(x)$.

The largest pair rate in this potential is $g=A$, or $A/\hbar$ in ordinary units. A rate of $0.1\ \mathrm{eV}/\hbar$ at every position is therefore an upper bound for a cosine of amplitude 0.1 eV. The constant-rate problem is solved first, and the position dependence is restored afterwards.

## The mean population

Let $N$ be the number of particles of both signs descended from one starting particle, itself included. Each event adds two particles, and each of the $N$ particles has events at rate $g$. Averaging over histories gives

$$\frac{d\langle N\rangle}{dt}=2g\langle N\rangle,\qquad \langle N\rangle=m(t)=e^{2gt}.$$

The factor 2 counts both members of the pair. Adding one particle per event would give $e^{gt}$, the square root of the correct factor.

With $\hbar=0.658212$ eV fs, the rate is

$$g=\frac{0.1\ \mathrm{eV}}{0.658212\ \mathrm{eV\,fs}}=0.1519\ \mathrm{fs^{-1}},$$

or $1.519\times10^{14}\ \mathrm{s^{-1}}$. For $T=10$ fs,

$$2gT=2(0.15193)(10)=3.0385,\qquad m=e^{3.0385}=20.9 .$$

**The population grows by a factor of about 21.** A simulation of the branching process from 80,000 starting particles gave $20.77\pm0.10$, where the uncertainty is one standard error.

The signed sum does not grow, because every pair contributes zero to it. For one positive start, the mean numbers $P$ of positive and $Q$ of negative particles satisfy $P+Q=m$ and $P-Q=1$. Thus $P=(m+1)/2=10.9$ and $Q=(m-1)/2=9.9$. Nearly all the final population consists of contributions that cancel in the total probability.

## Scaling with time and rate

At short times $m\simeq1+2gt$, since most particles have had no event. Beyond that, the population grows by a factor $e$ every $1/(2g)=3.29$ fs and doubles every $\ln2/(2g)=2.28$ fs. At constant rate only the product $gt$ enters, so doubling the rate has the same effect on the count as doubling the duration. With the position-dependent rate treated below, motion breaks this equivalence.

Small errors in the rate are amplified. From $\ln m=2gT$,

$$\frac{\delta m}{m}\simeq2gT\,\frac{\delta g}{g}$$

for a small change. A rate 10 percent higher gives the finite factor $e^{1.1\times3.0385}=28.3$, which is 36 percent above 20.9.

If all particles are held at once, storage for $10^8$ of them would accommodate about $10^8/20.9=4.8\times10^6$ starts over 10 fs, on average. Over 100 fs one start would give a mean of $1.6\times10^{13}$ particles. If $10^5$ starts are wanted in the same storage, the permitted growth is $10^3$, reached after $3.29\ln(10^3)=22.7$ fs. Increasing the storage tenfold adds only $3.29\ln10=7.6$ fs.

## One start is not typical of the mean

The mean conceals a broad distribution. After $n$ events $N=2n+1$, and the probability $P_n$ of $n$ events obeys

$$\dot P_n=g(2n-1)P_{n-1}-g(2n+1)P_n .$$

The first term is arrival from $2n-1$ particles, and the second is departure from $2n+1$. The solution starting from one particle is

$$P_n=c_n e^{-gt}u^n,\qquad u=1-e^{-2gt},\qquad c_n=\frac{1}{n!}\prod_{j=0}^{n-1}\left(j+\tfrac12\right),$$

with $c_0=1$. To verify it, use $\dot u=2g(1-u)$:

$$\dot P_n=-gP_n+2gn\frac{1-u}{u}P_n=-g(2n+1)P_n+\frac{2gn}{u}P_n .$$

The definition of $c_n$ gives $nc_n=(n-\frac12)c_{n-1}$, or $2nc_n=(2n-1)c_{n-1}$. The last term is therefore $g(2n-1)P_{n-1}$, as required. At $t=0$, $u=0$ and only $P_0=1$ remains.

For the variance, note that an event changes $N^2$ by $(N+2)^2-N^2=4N+4$. Since events occur at total rate $gN$,

$$\frac{d\langle N^2\rangle}{dt}=4g\langle N^2\rangle+4ge^{2gt}.$$

Multiplication by $e^{-4gt}$ makes the left side a total derivative:

$$\frac{d}{dt}\left(e^{-4gt}\langle N^2\rangle\right)=4ge^{-2gt}.$$

Integration from $\langle N^2\rangle=1$ gives $\langle N^2\rangle=e^{4gt}[1+2(1-e^{-2gt})]=3m^2-2m$. Subtracting $m^2$,

$$\operatorname{Var}N=2m(m-1).$$

At 10 fs the standard deviation is 28.8, larger than the mean. The median is 9, and the 95th percentile is 79. A fraction $e^{-gT}=0.219$ of the starts have created nothing.

For $N_0$ independent starts, the relative standard deviation of the total is $\sqrt{2(1-1/m)/N_0}$. With 80,000 starts this is 0.5 percent. The final size of a large ensemble is thus predictable, although that of one family is not.

## What the growth does to accuracy

More particles do not mean better statistics here, because members of one family largely cancel. Consider the observable $e^{ika}$ for a fixed length $a$, and define for one family

$$S=\sum_j\sigma_j e^{ik_ja}.$$

Keep the constant-rate model with the kick direction for $\sin qx>0$, and start with one positive particle at $k=0$. An event of parent $j$ changes $S$ by

$$\Delta_j=\sigma_je^{ik_ja}\left(e^{iqa/2}-e^{-iqa/2}\right)=2i\beta\,\sigma_je^{ik_ja},\qquad\beta=\sin\frac{qa}{2}.$$

Summing over parents gives $d\langle S\rangle/dt=2ig\beta\langle S\rangle$, hence $\langle S\rangle=e^{2ig\beta t}$. The signal has modulus 1 at all times.

For the noise, use $|S+\Delta_j|^2-|S|^2=2\operatorname{Re}(S^*\Delta_j)+|\Delta_j|^2$. Summed over $j$, the first part is $2\operatorname{Re}(2i\beta|S|^2)=0$. The second is $4\beta^2N$. Therefore

$$\frac{d\langle|S|^2\rangle}{dt}=4g\beta^2e^{2gt},\qquad \langle|S|^2\rangle=1+2\beta^2(m-1).$$

Subtracting $|\langle S\rangle|^2=1$ leaves the variance $2\beta^2(m-1)$.

For a period of 20 nm and $a=8$ nm, $\beta=0.951$ and $\langle|S|^2\rangle=36.95$; the simulation gave $36.74\pm0.28$. The variance is 35.95. Bringing the root-mean-square error of the average of $S$ down to 0.01 takes $35.95/(0.01)^2=3.6\times10^5$ starts. These become $3.6\times10^5\times20.9=7.5\times10^6$ particles.

This exposes a second scaling law. For $\beta\ne0$ and $m\gg1$, the number of starts at fixed absolute accuracy grows as $m$, and the number of particles per start also grows as $m$. For a root-mean-square error $\epsilon$ the number of starts is $2\beta^2(m-1)/\epsilon^2$, so the final number of particles from all starts is about $2\beta^2m^2/\epsilon^2=2\beta^2e^{4gt}/\epsilon^2$. Halving the error at a given time quadruples this number. It measures the work, and it is also the storage if all particles are held at once. Without annihilation the families are independent, so they can be run one after another in much less memory. At fixed accuracy, the exponent is twice that of the population.

## A time step can hide part of the growth

Suppose a code allows each particle at most one event per step $\Delta t$, with probability $p=1-e^{-g\Delta t}$, and lets newborn particles act from the next step. The mean factor per step is $1+2p$. To second order, $p=g\Delta t-\frac12(g\Delta t)^2$, and

$$\ln(1+2p)\simeq2p-2p^2\simeq2g\Delta t-3(g\Delta t)^2 .$$

For $g\Delta t\ll1$, the logarithm of the growth after $T/\Delta t$ steps is therefore too small by about $3g^2T\Delta t$. The full expression $(1+2p)^{T/\Delta t}$ gives 19.5 for a step of 0.1 fs, 6.5 percent below the continuous-time value. For 1 fs it gives 12.0, which is 43 percent below. This smaller population is no saving: the missing events belong to the potential term of the Wigner equation.

## Restoring the position dependence

First let the particles be immobile and spread evenly over a period. At position $x$ the growth is $e^{z|\sin qx|}$, with $z=2AT$ in units where $\hbar=1$. Averaging over the period,

$$\overline m=\frac1\pi\int_0^\pi e^{z\sin\theta}\,d\theta=I_0(z)+L_0(z).$$

Here $I_0$ is the modified Bessel function, which comes from the $\cosh$ part of the exponential, and $L_0$ is the modified Struve function, from the $\sinh$ part. For $z=3.0385$ the result is 9.84, slightly less than half the constant-rate value.

Two limits show how this number arises. For small $z$, the mean of $\sin\theta$ is $2/\pi$ and $\overline m\simeq1+2z/\pi$. For large $z$, the integral comes from the neighbourhood of $\theta=\pi/2$. With $\theta=\pi/2+\phi$ and $\sin\theta\simeq1-\phi^2/2$,

$$\overline m\simeq\frac{e^z}{\pi}\int_{-\infty}^{\infty}e^{-z\phi^2/2}d\phi=e^z\sqrt{\frac{2}{\pi z}} .$$

This gives 9.6 here, already close to 9.84. For immobile particles the exponential rate at long times is still set by the steepest slopes, while the prefactor records how few particles sit there. Inserting the average rate into the exponential would give $e^{2z/\pi}=6.9$, which is too low because the exponential is convex.

For evenly spread particles, motion changes little within 10 fs. Over longer times moving particles leave the steepest slopes, and the growth falls further below the immobile value. With thermal velocities at 300 K, an evenly spread ensemble grew by $9.45\pm0.08$ for mass $0.19\,m_e$ and by $9.72\pm0.09$ for $0.92\,m_e$, with potential and temperature held fixed. The lighter particles fall about 4 percent below the immobile result, with a sampling error of about 1 percent. The heavier ones do not differ from it by a resolved amount.

A Gaussian packet of position width 3 nm, centred on the steepest slope, grew by $11.05\pm0.07$. Even this favourable placement does not approach 21, mainly because the packet is wide. At 3 nm from the centre the rate is multiplied by $\cos(2\pi\times3/20)=0.588$, and the immobile growth there is only $e^{3.0385\times0.588}=6.0$. Making the packet much narrower would not restore 21 at this mass: its wave numbers would spread more widely, and particles would leave the slope sooner.

The same packet tests the pair rule against the Schrödinger equation. The mean wave number after 10 fs was $0.2970\ \mathrm{nm^{-1}}$ from the wave function and $0.2979\pm0.0026\ \mathrm{nm^{-1}}$ from the signed particles. The mean of $\sin(ka)$ was 0.207 and $0.200\pm0.011$. The second quantity probes the potential difference across 8 nm, where $\sin(qa/2)=0.951$ differs clearly from its classical, local-force replacement $qa/2=1.257$.

## What annihilation would remove

When opposite signs in the same phase-space cell are cancelled at the end of the packet run, 1.16 particles per start remain out of 11.05. The cells measured 1 nm by $0.08\ \mathrm{nm^{-1}}$. The residue depends on cell size and, through sampling noise, on the number of starts: 1.16 belongs to 80,000 starts, while 1,000 starts leave about 1.7 per start in the same cells. It is therefore not a property of the quantum state alone. It does show that most of this population is removable at that resolution. The price is that positions and wave numbers within a cell are no longer distinguished.

## Beside a silicon channel

The masses 0.19 and 0.92 are those of silicon's anisotropic conduction valleys. A mobility of 300 cm²/Vs and a sheet density of $10^{13}\ \mathrm{cm^{-2}}$ are rough values for a strongly inverted channel. The cosine is a model, not a device profile. Its peak field of 0.31 MV/cm is about the breakdown field usually quoted for lightly doped bulk silicon (roughly 0.3 MV/cm), but it reverses every 10 nm and its total swing of 0.20 eV is far below the gap of about 1.1 eV, so the potential alone cannot supply the energy for interband excitation. With $M=0.19\,m_e$ and mobility $e\tau/M$, the scattering time $\tau$ is 32 fs, hence a probability of about 0.27 for scattering within 10 fs if that time is taken as the mean free time. Scattering that conserves particles leaves the constant-rate count unchanged. In a two-valley, single-subband estimate the lowest state is 91 percent occupied, so the thermal velocities used above are too narrowly distributed and Pauli blocking matters for scattering; neither enters the constant-rate law. Among the effects sized here without annihilation, the assumption that moves the number most is the uniform rate: restoring the cosine's position dependence lowers 21 to about 10.

The rate also depends on how the potential is divided. For a uniform force $F$, $V=-Fx$ and the potential term is $iFs\rho$. Since $s$ becomes $i\partial_k$ in the transform, this is $-F\partial_kW$, an ordinary acceleration that needs no pairs. A simulation that treats a smooth part of the field this way has a different pair rate, and it is that rate which belongs in $e^{2gt}$. The factor of 21 applies when the rate really is $0.1\ \mathrm{eV}/\hbar$ for every particle throughout the 10 fs. The remaining values are in the numerical output.

## Calculated quantities

```
pair energy hbar*g = 0.10 eV; duration = 10 fs
hbar = 0.658212 eV fs; pair rate g = 0.15193 per fs
g*T = 1.5193; 2*g*T = 3.0385 (no unit)
MEAN GROWTH exp(2gT) = 20.875 (no unit)
wrong one-per-event growth exp(gT) = 4.569
mean positive, negative per + start = 10.937, 9.937
e-folding time = 3.291 fs; doubling = 2.281 fs
simulated growth = 20.77 +- 0.10
master equation mean = 20.875
standard deviation of count = 28.81
median count = 9; 95th percentile = 79
probability of no event = 0.2189
growth if rate is 10 percent higher = 28.29
starts that fill 1e8 particle slots = 4.791e+06
growth over 100 fs = 1.571e+13
stepped growth, 1 fs step = 11.982
  same, simulated = 11.97 +- 0.03
stepped growth, 0.1 fs step = 19.511
noise observable: shift a = 8 nm; sin(qa/2) = 0.9511
mean |S|^2: formula = 36.95
  simulated = 36.74 +- 0.28
potential period = 20 nm; kick q/2 = 0.1571 per nm
masses = 0.19, 0.92 m_e; temperature = 300 K
packet: center = 5 nm; width = 3 nm; starts = 80000
packet mean k, Schroedinger = 0.2970 per nm
  signed particles = 0.2979 +- 0.0026 per nm
packet mean sin(ka), Schroedinger = 0.2069
  signed particles = 0.2001 +- 0.0109
packet growth, local rate = 11.05 +- 0.07
left after annihilation, 1 nm x 0.08 per nm cells = 1.16
even spread, immobile: I0+L0 = 9.843
  simulated = 9.84 +- 0.09
even spread, thermal, light mass = 9.45 +- 0.08
even spread, thermal, heavy mass = 9.72 +- 0.09
rough mobility = 300 cm2/Vs; scattering time = 32.4 fs
probability of scattering in the run = 0.265
rough sheet density = 1.0e+13 per cm2; valleys = 2
thermal energy = 0.02585 eV; Fermi level = 0.0606 eV
occupation of lowest state = 0.913
peak field = 0.314 MV/cm
potential swing = 0.20 eV; rough gap = 1.12 eV
```
